# Upper confidence bound on contact failures after a failure-free test: a program that tests the result

```python
# Result under test: if N independent contacts, each failing with probability p,
# show no failure, the one-sided 95 percent upper confidence bound on p is
#     U0 = 1 - alpha**(1/N), close to ln(20)/N,   alpha = 0.05.
# For N = 1e9 this is about 3e-9 per contact.
# Also tested: coverage of the procedure, unequal probabilities, missed failures,
# failures in blocks, and a dose error shared by all contacts of the test.
import math
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.optimize import brentq

mp.mp.dps = 40
rng = np.random.default_rng(12345)

# Inputs: rough typical values for contact holes in EUV resist
N = 10**9                  # inspected contacts
alpha = 0.05               # allowed chance of a bound that is too low
pitch_nm = 40.0            # square grid
chip_contacts = 10**10
target = mp.mpf(10)**-12   # wanted bound per contact
detection = 0.90           # chance that a failure is seen
block = 4                  # contacts that fail together
dose_sd = 0.01             # relative dose error shared by the whole test
dose_decade = 0.05         # relative dose change that changes p tenfold


def zero_bound(n, tail=alpha):
    """Upper bound on p after no failure in n contacts."""
    return -math.expm1(math.log(tail) / n)


def near(fraction, probability, trials):
    """True if a simulated fraction agrees within five standard errors."""
    error = math.sqrt(probability * (1 - probability) / trials)
    return abs(fraction - probability) < 5 * error


# The bound from its definition: bisection on the probability of a clean test
U0 = zero_bound(N)
low, high = mp.mpf(0), mp.mpf(10)**-7
for _ in range(110):
    middle = (low + high) / 2
    if (1 - middle)**N > mp.mpf(1) / 20:
        low = middle
    else:
        high = middle
root = (low + high) / 2
assert abs(float(root) / U0 - 1) < 1e-12
x = mp.log(20) / N
assert x - x**2 / 2 < root < x
relative_error = float(x / root - 1)
assert abs(relative_error / float(x / 2) - 1) < 1e-6

# Coverage of the full procedure, by explicit binomial sums for a small test
n_small = 60


def pmf(k, p, n=n_small):
    return math.comb(n, k) * p**k * (1 - p)**(n - k)


def lower_tail_excess(p, k):
    return sum(pmf(j, p) for j in range(k + 1)) - alpha


bounds = [brentq(lower_tail_excess, 0.0, 1.0, args=(k,), xtol=1e-14)
          for k in range(n_small)] + [1.0]
assert abs(bounds[0] - zero_bound(n_small)) < 1e-10


def coverage(p, limits):
    return sum(pmf(k, p) for k in range(n_small + 1) if limits[k] >= p)


trial_p = list(np.linspace(0.001, 0.999, 999))
trial_p += [b + 1e-9 for b in bounds[:-1]]
lowest_coverage = min(coverage(p, bounds) for p in trial_p)
assert lowest_coverage > 1 - alpha - 1e-6
# A smaller bound for the clean test must break the 95 percent promise
shrunk = [0.90 * bounds[0]] + bounds[1:]
shrunk_coverage = coverage(0.91 * bounds[0], shrunk)
assert shrunk_coverage < 1 - alpha

# Chance of a clean test at full size, against random draws
trials = 200000
quality = [1e-10, 1e-9, U0]
clean = [math.exp(N * math.log1p(-p)) for p in quality]
for p, probability in zip(quality, clean):
    draws = rng.binomial(N, p, size=trials)
    assert near(np.mean(draws == 0), probability, trials)

# Unequal probabilities with the same mean: a clean test is less likely
n_mixed = 1000
for _ in range(500):
    weights = rng.lognormal(0.0, 0.8, n_mixed)
    p_each = zero_bound(n_mixed) * weights / weights.mean()
    assert p_each.max() < 1
    assert np.prod(1 - p_each) < alpha

# Missed failures: sum over the true number of failures, none of them seen
U_missed = U0 / detection
p_test = zero_bound(n_small) / detection
unseen = sum(pmf(k, p_test) * (1 - detection)**k for k in range(n_small + 1))
assert abs(unseen - alpha) < 1e-12

# Blocks of contacts that fail together: simulated maps of a small test
U_block = zero_bound(N / block)
clean_block = math.exp(N / block * math.log1p(-U0))
n_map, maps = 240, 40000
for p, probability in [(zero_bound(n_map), clean_block),
                       (zero_bound(n_map / block), alpha)]:
    failed_blocks = rng.random((maps, n_map // block)) < p
    failed = np.repeat(failed_blocks, block, axis=1)
    mean_error = math.sqrt(p * (1 - p) / failed_blocks.size)
    assert abs(failed.mean() - p) < 5 * mean_error
    assert near(np.mean(~failed.any(axis=1)), probability, maps)

# Shared dose error: p is lognormal from test to test
spread = math.log(10) * dose_sd / dose_decade


def clean_shared(mean_count):
    """Chance of a clean test when the mean of N*p is mean_count."""
    def integrand(z):
        count = mean_count * math.exp(spread * z - spread**2 / 2)
        return math.exp(-z * z / 2 - count) / math.sqrt(2 * math.pi)
    return quad(integrand, -9, 9, epsabs=1e-12, limit=200)[0]


U_dose = brentq(lambda m: clean_shared(m) - alpha, 1.0, 50.0) / N
assert U_dose > U0
dose_error = rng.normal(0.0, dose_sd, trials)
p_nominal = U_dose * math.exp(-spread**2 / 2)
p_runs = p_nominal * 10**(-dose_error / dose_decade)
assert abs(p_runs.mean() / U_dose - 1) < 0.01   # sampling error is near 0.001
assert near(np.mean(rng.binomial(N, p_runs) == 0), alpha, trials)

# What the bound means for a chip, and the test size for a stricter bound
chip_failures = chip_contacts * U0
chip_clean = math.exp(chip_contacts * math.log1p(-U0))
assert abs(chip_clean / alpha**(chip_contacts / N) - 1) < 1e-6
needed = int(mp.ceil(mp.log(mp.mpf(1) / 20) / mp.log(1 - target)))
assert (1 - target)**needed <= mp.mpf(1) / 20 < (1 - target)**(needed - 1)
area_mm2 = N * pitch_nm**2 * 1e-12
needed_cm2 = needed * pitch_nm**2 * 1e-14

print(f"inspected contacts N: {N:.0e}")
print(f"allowed error probability alpha: {alpha:.2f}")
print(f"contact pitch: {pitch_nm:.0f} nm")
print(f"inspected area: {area_mm2:.2f} mm2")
print(f"ln 20: {math.log(20):.6f}")
print(f"95 percent upper bound U0: {U0:.4e} per contact")
print(f"same bound by bisection: {float(root):.4e} per contact")
print(f"relative error of ln(20)/N: {relative_error:.2e}")
print(f"bound with 2.5 percent upper tail: {zero_bound(N, 0.025):.3e} per contact")
print(f"small coverage test, contacts: {n_small}")
print(f"small test, zero-failure bound: {bounds[0]:.5f} per contact")
print(f"small test, lowest coverage found: {lowest_coverage:.5f}")
print(f"small test, coverage with bound cut by 10 percent: {shrunk_coverage:.4f}")
for p, probability in zip(quality, clean):
    print(f"chance of clean test at p = {p:.3e} per contact: {probability:.4f}")
print(f"contacts on chip: {chip_contacts:.0e}")
print(f"mean failures per chip at p = U0: {chip_failures:.2f}")
print(f"chance of failure-free chip at p = U0: {chip_clean:.2e}")
print(f"stricter target bound: {float(target):.0e} per contact")
print(f"clean contacts needed for target: {needed:.4e}")
print(f"area needed for target: {needed_cm2:.1f} cm2")
print(f"detection probability: {detection:.2f}")
print(f"bound with missed failures: {U_missed:.3e} per contact")
print(f"contacts failing together: {block}")
print(f"bound with blocks: {U_block:.3e} per contact")
print(f"chance of clean test at p = U0 with blocks: {clean_block:.4f}")
print(f"shared dose error, standard deviation: {100 * dose_sd:.1f} percent")
print(f"dose change for tenfold p: {100 * dose_decade:.1f} percent")
print(f"standard deviation of ln p: {spread:.4f}")
print(f"bound on mean p with shared dose error: {U_dose:.3e} per contact")
print(f"ratio to U0, missed failures: {U_missed / U0:.3f}")
print(f"ratio to U0, blocks: {U_block / U0:.3f}")
print(f"ratio to U0, shared dose error: {U_dose / U0:.3f}")
print("done: every assertion held")
```

Printed output:

```
inspected contacts N: 1e+09
allowed error probability alpha: 0.05
contact pitch: 40 nm
inspected area: 1.60 mm2
ln 20: 2.995732
95 percent upper bound U0: 2.9957e-09 per contact
same bound by bisection: 2.9957e-09 per contact
relative error of ln(20)/N: 1.50e-09
bound with 2.5 percent upper tail: 3.689e-09 per contact
small coverage test, contacts: 60
small test, zero-failure bound: 0.04870 per contact
small test, lowest coverage found: 0.95000
small test, coverage with bound cut by 10 percent: 0.9341
chance of clean test at p = 1.000e-10 per contact: 0.9048
chance of clean test at p = 1.000e-09 per contact: 0.3679
chance of clean test at p = 2.996e-09 per contact: 0.0500
contacts on chip: 1e+10
mean failures per chip at p = U0: 29.96
chance of failure-free chip at p = U0: 9.77e-14
stricter target bound: 1e-12 per contact
clean contacts needed for target: 2.9957e+12
area needed for target: 47.9 cm2
detection probability: 0.90
bound with missed failures: 3.329e-09 per contact
contacts failing together: 4
bound with blocks: 1.198e-08 per contact
chance of clean test at p = U0 with blocks: 0.4729
shared dose error, standard deviation: 1.0 percent
dose change for tenfold p: 5.0 percent
standard deviation of ln p: 0.4605
bound on mean p with shared dose error: 4.051e-09 per contact
ratio to U0, missed failures: 1.111
ratio to U0, blocks: 4.000
ratio to U0, shared dose error: 1.352
done: every assertion held
```
